# Hartree-Fock in the Z-expansion: singles and the correlation limit of 1s²: verification in Python

```python
# Z-expansion of 1s^2 (nonrelativistic, fixed point nucleus, hartree units).
# Scaled H = h(1)+h(2)+lam/r12, h=-nabla^2/2-1/r, lam=1/Z, E=Z^2(E0+lam E1+lam^2 E2+...).
# Under test: Hartree-Fock E2 = singles part of the exact E2 = (9/32)ln(3/4)-13/432,
# and E-E(HF) tends to the doubles part of E2 as Z grows.
# phi0=1s, J0=its Coulomb potential, phi1=f*phi0, psi1=F*psi0, f'=G exp(2r)/r^2,
# G=A exp(-2r)+B exp(-4r); s=r1+r2, rho=r</r>; x,y,z perimetric coordinates, u=r12.
import numpy as np, sympy as sp, mpmath as mp
from scipy.special import roots_laguerre, roots_legendre, eval_genlaguerre, eval_jacobi, zeta
from scipy.linalg import eigh, solve
from scipy.integrate import quad
from scipy.constants import physical_constants
eV = physical_constants['Hartree energy in eV'][0]

def curvature(E, d):  # lam^2 coefficient: central differences plus Richardson step
    D = lambda t: (E(t) + E(-t) - 2*E(0.0))/(2*t*t)
    return (4*D(d) - D(2*d))/3

def lag(n, alpha, x):  # generalized Laguerre polynomials 0..n-1 and derivatives
    k = np.arange(n)[None, :]
    L = eval_genlaguerre(k, float(alpha), x[:, None])
    D = np.zeros_like(L)
    D[:, 1:] = -eval_genlaguerre(k[:, :-1], alpha + 1.0, x[:, None])
    return L, D

# ---- general claim on a random model: 3 fermions in 6 orbitals
n = 6
eps = np.array([-3.0, -2.2, -1.5, 0.4, 1.1, 2.0])
g = np.random.default_rng(1).normal(size=(n,)*4)
g = g + g.transpose(1, 0, 2, 3); g = g + g.transpose(0, 1, 3, 2)
g = 0.1*(g + g.transpose(2, 3, 0, 1))
def annihilator(p):
    M = np.eye(1)
    for q in range(n):
        M = np.kron(M, np.diag([1., -1.]) if q < p else
                    (np.array([[0., 1.], [0., 0.]]) if q == p else np.eye(2)))
    return M
an = [annihilator(p) for p in range(n)]
Ex = np.array([[an[p].T @ an[q] for q in range(n)] for p in range(n)])
M = np.einsum('prqs,prij->qsij', g, Ex)
V = 0.5*(np.einsum('qsij,qsjk->ik', M, Ex) - np.einsum('prrs,psij->ij', g, Ex))
H0 = np.einsum('p,ppii->i', eps, Ex)
ref = 0b111000
sector = [k for k in range(64) if k.bit_count() == 3]
part = lambda m: -sum(V[k, ref]**2/(H0[k] - H0[ref]) for k in sector if (k ^ ref).bit_count() == 2*m)
def model_hf(lam):
    D = np.diag([1., 1, 1, 0, 0, 0])
    for _ in range(100):
        W = np.einsum('pqrs,rs->pq', g, D) - np.einsum('prsq,rs->pq', g, D)
        C = np.linalg.eigh(np.diag(eps) + lam*W)[1][:, :3]
        D = C @ C.T
    W = np.einsum('pqrs,rs->pq', g, D) - np.einsum('prsq,rs->pq', g, D)
    return eps @ np.diag(D) + 0.5*lam*np.sum(W*D)
model_ex = lambda lam: np.linalg.eigvalsh((np.diag(H0) + lam*V)[np.ix_(sector, sector)])[0]
m_hf, m_ex = curvature(model_hf, 0.01), curvature(model_ex, 0.01)
assert abs(part(2)) > 1e-3 and abs(part(3)) < 1e-20
assert abs(m_hf - part(1)) < 1e-6 and abs(m_ex - part(1) - part(2)) < 1e-6
print(f"model: singles {part(1):.6f}, SCF curvature {m_hf:.6f} (model units)")
print(f"model: doubles {part(2):.6f}, exact curvature {m_ex:.6f} (model units)")

# ---- closed form of the singles
r, t = sp.symbols('r t', positive=True); R = sp.Rational
J0s = 1/r - (1 + 1/r)*sp.exp(-2*r)
Jdef = sp.integrate(4*t**2*sp.exp(-2*t), (t, 0, r))/r + sp.integrate(4*t*sp.exp(-2*t), (t, r, sp.oo))
assert sp.simplify(sp.expand(Jdef - J0s)) == 0
E1 = sp.integrate(sp.expand(4*r**2*sp.exp(-2*r)*J0s), (r, 0, sp.oo))
assert E1 == R(5, 8)
Ap, Bp = R(5, 8)*r**2 - R(3, 8)*r - R(3, 16), r**2/2 + R(3, 4)*r + R(3, 16)
G = Ap*sp.exp(-2*r) + Bp*sp.exp(-4*r)
assert sp.simplify(sp.expand(sp.diff(G, r) - 2*r**2*sp.exp(-2*r)*(J0s - E1))) == 0 and G.subs(r, 0) == 0
print("E1 =", E1, "hartree")
pole = total = 0
for poly, a in ((Ap**2, 2), (2*Ap*Bp, 4), (Bp**2, 6)):
    c = [sp.Poly(sp.expand(poly), r).coeff_monomial(r**k) for k in range(5)]
    rat = -a*c[0] + sum(c[k]*sp.factorial(k - 2)/sp.Integer(a)**(k - 1) for k in (2, 3, 4))
    pole += c[1] - a*c[0]; total += rat + (a*c[0] - c[1])*sp.log(a)
    print(f"a={a}: 256*c_k={[256*v for v in c]}, 256*rational={256*rat}, 256*ln coeff={256*(a*c[0]-c[1])}")
closed = R(9, 32)*sp.log(R(3, 4)) - R(13, 432)
assert pole == 0 and sp.simplify(sp.expand_log(-4*total - closed, force=True)) == 0
ES = float(closed)
mp.mp.dps = 30
Gm = sp.lambdify(r, G, 'mpmath')
ESq = -4*mp.quad(lambda v: Gm(v)**2*mp.exp(2*v)/v**2, [0, 1, 2, 5, 10, 20, 40, 80], method='gauss-legendre')
assert abs(ESq - ES) < 1e-12
print(f"(9/32)ln(3/4) = {float(closed + R(13,432)):.9f}, 13/432 = {13/432:.9f} hartree")
print(f"E2(singles) closed form {ES:.9f}, quadrature {float(ESq):.9f} hartree")

# ---- (s, rho) grid and restricted HF with orbital = phi0 * polynomial
xs, wx = roots_laguerre(60); s = xs/2
xr, wl = roots_legendre(160); rho = (xr + 1)/2
ws, wr = 16*wx*s**5, 0.5*wl*rho**2/(1 + rho)**6
rg = s[:, None]/(1 + rho[None, :]); rl = rg*rho[None, :]
nb = 22
nrm = np.sqrt(2.0/((np.arange(nb) + 1)*(np.arange(nb) + 2)))
dp = 2*lag(nb, 2, xs)[1]*nrm
A1 = 0.5*dp.T @ (dp*(wx*xs**2/2)[:, None])  # matrix of h+1/2
assert abs(np.linalg.eigvalsh(A1)[1] - 0.5 + 0.125) < 1e-9  # hydrogen 2s level
Pl, Pg = lag(nb, 2, 2*rl.ravel())[0]*nrm, lag(nb, 2, 2*rg.ravel())[0]*nrm
Wc = 0.5*(np.outer(ws, wr)/rg).ravel()
def coulomb(c, d):
    return Pl.T @ (Pl*(Wc*(Pg @ c)*(Pg @ d))[:, None]) + Pg.T @ (Pg*(Wc*(Pl @ c)*(Pl @ d))[:, None])
e0 = np.eye(nb)[0]
def E_hf(lam):
    c = e0
    for _ in range(300):
        new = np.linalg.eigh(A1 + lam*coulomb(c, c))[1][:, 0]
        new = new*np.sign(new[0])
        change = np.abs(new - c).max(); c = new
        if change < 1e-10: break
    assert change < 1e-10
    return -1 + 2*c @ A1 @ c + lam*c @ coulomb(c, c) @ c
J = coulomb(e0, e0)
assert abs(J[0, 0] - 0.625) < 1e-11
ev, vec = np.linalg.eigh(A1[1:, 1:])
ES_sum = -2*np.sum((vec.T @ J[1:, 0])**2/ev)
ES_scf = curvature(E_hf, 0.05)
assert abs(ES_sum - ES) < 1e-9 and abs(ES_scf - ES) < 1e-7
chi = np.r_[0.0, -vec @ ((vec.T @ J[1:, 0])/ev)]
for v in (0.5, 1.0, 2.0):
    num = (2*lag(nb, 2, np.array([2*v]))[1]*nrm)[0] @ chi
    assert abs(num - float(Gm(mp.mpf(v))*mp.exp(2*v)/v**2)) < 1e-4
E3hf = 2*(chi @ J @ chi - 0.625*chi @ chi) + 4*e0 @ coulomb(e0, chi) @ chi
print(f"E2(singles) pseudostate sum {ES_sum:.9f}, SCF curvature {ES_scf:.8f} hartree")
J0 = lambda v: -np.expm1(-2*v)/v - np.exp(-2*v)
def bound(m):
    fn = lambda v: 4*m**-2.5*np.exp(-v - v/m)*eval_genlaguerre(m - 1, 1.0, 2*v/m)*J0(v)*v*v
    return -2*quad(fn, 0, 60, limit=200, epsabs=1e-13)[0]**2/(0.5 - 0.5/m**2)
bs = [bound(m) for m in range(2, 61)]
Eb = sum(bs) + bs[-1]*60**3*zeta(3, 61)
assert ES < Eb < bs[0] < 0
print(f"singles: 2s {bs[0]:.6f}, all bound ns {Eb:.5f}, continuum {ES-Eb:.5f} hartree")

# ---- partial waves of E2
ns_, nr_, lmax = 24, 20, 40
L, D = lag(ns_, 5, xs)
Sf, dS = s[:, None]*L, L + xs[:, None]*D
sc = 1/np.sqrt(ws @ L**2); Sf, dS = Sf*sc, dS*sc
gram = lambda a, w, b: a.T @ (w[:, None]*b)
def wave(l, sources):
    i = np.arange(nr_)[None, :]; p = rho[:, None]
    P = eval_jacobi(i, 0.0, 2.0*l + 2, xr[:, None]); dP = np.zeros_like(P)
    dP[:, 1:] = (i[:, 1:] + 2*l + 3)*eval_jacobi(i[:, :-1], 1.0, 2.0*l + 3, xr[:, None])
    Rf, dR = p**l*P, l*p**(l - 1)*P + p**l*dP
    q = 1/np.sqrt(wr @ Rf**2); Rf, dR = Rf*q, dR*q
    X = np.kron(gram(dS, ws/s, Sf), gram(Rf, wr*(1 - rho**2), dR))
    ang = gram(dR, wr*(1 + rho**2)*(1 + rho)**2, dR) + l*(l + 1)*gram(Rf, wr*(1 + rho)**2*(1 + rho**-2), Rf)
    Am = 2*np.kron(gram(dS, ws, dS), gram(Rf, wr, Rf)) + X + X.T + np.kron(gram(Sf, ws/s**2, Sf), ang)
    Am /= 2*(2*l + 1)
    b = np.array([((Sf*ws[:, None]).T @ u @ (Rf*wr[:, None])).ravel()/(2*l + 1) for u in sources]).T
    return -b.T @ np.linalg.solve(Am, b)
srcS = J0(rl) + J0(rg) - 1.25
W0 = wave(0, [srcS, 1/rg - 0.625 - srcS])
assert abs(W0[0, 0] - ES) < 1e-7 and abs(W0[0, 1]) < 1e-7
El = np.array([W0[1, 1]] + [wave(l, [rho[None, :]**l/rg])[0, 0] for l in range(1, lmax + 1)])
a20, a40 = -El[20]*20.5**4, -El[40]*40.5**4
Afit = (a40*40.5**2 - a20*20.5**2)/(40.5**2 - 20.5**2)
assert abs(Afit - 45/256) < 2e-5
tail = -(45/256*zeta(4, lmax + 1.5) + (a40 - 45/256)*40.5**2*zeta(6, lmax + 1.5))
ED = El.sum() + tail
print(f"l=0: singles {W0[0,0]:.8f}, cross term {W0[0,1]:.0e}, total {W0.sum():.8f} hartree")
for l in (0, 1, 2, 3, 4, 5, 10, 20, 40):
    print(f"doubles l={l}: {El[l]:.9f} hartree, running sum {El[:l+1].sum():.8f} hartree")
print(f"tail coefficient fitted {Afit:.6f}, 45/256 = {45/256:.6f}; tail l>40 {tail:.3e} hartree")

# ---- perimetric Hylleraas calculation
om = 16
xq, wq = roots_laguerre(om + 3)
ix, iy, it = [a.ravel() for a in np.indices((om + 3,)*3)]
x, y, z = xq[ix], xq[iy], xq[it]/2
r1, r2, u = (y + z)/2, (x + z)/2, (x + y)/2
sw = np.sqrt(wq[ix]*wq[iy]*wq[it]*r1*r2*u)[:, None]
idx = np.array([(i, j, w - i - j) for w in range(om + 1) for i in range(w + 1) for j in range(i, w - i + 1)])
I, K, T = idx.T
L, D = lag(om + 1, 0, xq)
half = np.where(I == K, 0.5, 1.0)
pair = lambda a, b: (a[ix][:, I]*b[iy][:, K] + a[ix][:, K]*b[iy][:, I])*half
Lt = L[it][:, T]*sw; XY = pair(L, L)
B = XY*Lt; Fz = 2*XY*D[it][:, T]*sw; Fx = pair(D, L)*Lt; Fy = pair(L, D)*Lt
F1, Fu = -Fx + Fy + Fz, Fx + Fy - Fz
del Fx, Fy, Fz, XY, Lt
X = F1.T @ (Fu*((r1**2 + u**2 - r2**2)/(2*r1*u))[:, None])
A2 = F1.T @ F1 + Fu.T @ Fu + X + X.T  # both electrons, by exchange symmetry
S2, U2 = B.T @ B, B.T @ (B/u[:, None])
assert abs(S2[0, 0] - 1) < 1e-11 and abs(U2[0, 0] - 0.625) < 1e-11
prev = 0.0
for w in (4, 8, 12, 16):
    m = int(np.sum(idx.sum(1) <= w)); b = (U2 - 0.625*S2)[1:m, 0]
    c = -solve(A2[1:m, 1:m], b, assume_a='pos'); E2 = b @ c
    assert E2 < prev; prev = E2
    print(f"perimetric degree {w}, {m} terms: E2 <= {E2:.9f} hartree")
c = np.r_[-S2[0, 1:] @ c, c]
E3 = c @ (U2 - 0.625*S2) @ c
proj = 2*np.sum((B @ c)*sw[:, 0]*(J0(r1) - 0.625))
def E_full(lam):
    if lam == 0: return -1.0
    v = eigh(A2 + lam*U2, S2, subset_by_index=[0, 0])[1][:, 0]
    return -1 + v @ (A2 + lam*U2) @ v/(v @ S2 @ v)
E2fd = curvature(E_full, 0.05)
assert abs(proj - ES) < 1e-6 and abs(E2fd - E2) < 1e-7 and abs(ES + ED - E2) < 1e-7
print(f"singles projected from correlated psi1 {proj:.8f} hartree")
print(f"E2: partial waves {ES+ED:.8f}, eigenvalue curvature {E2fd:.8f} hartree")
print(f"E2(HF) = {ES:.6f} hartree = {ES*eV:.4f} eV, share of E2 {100*ES/E2:.2f} %")
print(f"E2 = {E2:.6f} hartree = {E2*eV:.4f} eV")
print(f"Ec limit: E2-E2(HF) {E2-ES:.8f}, doubles sum {ED:.8f} hartree = {ED*eV:.4f} eV")
c1 = E3 - E3hf
print(f"E3 {E3:.7f}, E3(HF) {E3hf:.7f}, c1 {c1:.7f} hartree")
for name, Z in (("He", 2), ("Li+", 3), ("Ne8+", 10), ("Ca18+", 20)):
    Ef, Eh = Z*Z*E_full(1/Z), Z*Z*E_hf(1/Z)
    two = ED + c1/Z
    assert abs(Ef - Eh - two)*Z*Z < 1.5e-3  # remainder must fall as 1/Z^2
    assert abs(Eh - (-Z*Z + 0.625*Z + ES + E3hf/Z))*Z*Z < 1.5e-3
    print(f"{name} Z={Z}: E {Ef:.6f}, E(HF) {Eh:.6f} hartree")
    print(f"   Ec {Ef-Eh:.6f}, limit + c1/Z {two:.6f} hartree")
print("OK")
```

It prints:

```
model: singles -3.133619, SCF curvature -3.133620 (model units)
model: doubles -0.081250, exact curvature -3.214869 (model units)
E1 = 5/8 hartree
a=2: 256*c_k=[9, 36, -24, -120, 100], 256*rational=-35, 256*ln coeff=-18
a=4: 256*c_k=[-18, -108, -132, 144, 160], 256*rational=53, 256*ln coeff=36
a=6: 256*c_k=[9, 72, 192, 192, 64], 256*rational=-434/27, 256*ln coeff=-18
(9/32)ln(3/4) = -0.080910583, 13/432 = 0.030092593 hartree
E2(singles) closed form -0.111003175, quadrature -0.111003175 hartree
E2(singles) pseudostate sum -0.111003175, SCF curvature -0.11100317 hartree
singles: 2s -0.042583, all bound ns -0.05916, continuum -0.05184 hartree
l=0: singles -0.11100318, cross term 6e-16, total -0.12533383 hartree
doubles l=0: -0.014330656 hartree, running sum -0.01433066 hartree
doubles l=1: -0.026495162 hartree, running sum -0.04082582 hartree
doubles l=2: -0.003906134 hartree, running sum -0.04473195 hartree
doubles l=3: -0.001077729 hartree, running sum -0.04580968 hartree
doubles l=4: -0.000406098 hartree, running sum -0.04621578 hartree
doubles l=5: -0.000184995 hartree, running sum -0.04640077 hartree
doubles l=10: -0.000014303 hartree, running sum -0.04661968 hartree
doubles l=20: -0.000000992 hartree, running sum -0.04665694 hartree
doubles l=40: -0.000000065 hartree, running sum -0.04666240 hartree
tail coefficient fitted 0.175780, 45/256 = 0.175781; tail l>40 -8.495e-07 hartree
perimetric degree 4, 22 terms: E2 <= -0.157605597 hartree
perimetric degree 8, 95 terms: E2 <= -0.157665046 hartree
perimetric degree 12, 252 terms: E2 <= -0.157666321 hartree
perimetric degree 16, 525 terms: E2 <= -0.157666413 hartree
singles projected from correlated psi1 -0.11100318 hartree
E2: partial waves -0.15766643, eigenvalue curvature -0.15766640 hartree
E2(HF) = -0.111003 hartree = -3.0206 eV, share of E2 70.40 %
E2 = -0.157666 hartree = -4.2903 eV
Ec limit: E2-E2(HF) -0.04666324, doubles sum -0.04666325 hartree = -1.2698 eV
E3 0.0086990, E3(HF) -0.0010552, c1 0.0097542 hartree
He Z=2: E -2.903724, E(HF) -2.861680 hartree
   Ec -0.042044, limit + c1/Z -0.041786 hartree
Li+ Z=3: E -7.279913, E(HF) -7.236415 hartree
   Ec -0.043498, limit + c1/Z -0.043412 hartree
Ne8+ Z=10: E -93.906807, E(HF) -93.861114 hartree
   Ec -0.045693, limit + c1/Z -0.045688 hartree
Ca18+ Z=20: E -387.657234, E(HF) -387.611057 hartree
   Ec -0.046177, limit + c1/Z -0.046176 hartree
OK
```
